\section*{One-loop renormalisation of the one-dimensional KPZ equation and its dynamic exponent 3/2, part 2}

A growing line of height $h(x,t)$ obeys the one-dimensional Kardar--Parisi--Zhang (KPZ) equation
\begin{equation}
\partial_t h=\nu\,\partial_x^2h+\frac{\lambda}{2}(\partial_xh)^2+\eta .
\label{kpz}
\end{equation}
Here $\nu$ is the tension, and $\eta$ is Gaussian white noise with correlation $2D\,\delta(x-x')\delta(t-t')$. Only modes with $|k|<\Lambda$ are kept, and the nonlinear term is projected onto the same range. We ask how short-wave modes change the behaviour of long-wave ones. Relaxation times grow as $k^{-z}$, with $z=2$ for $\lambda=0$.

In the linear theory, with $a=\nu q^2$, a height mode has the steady variance per unit length
\begin{equation}
2D\int_0^\infty e^{-2at}\,dt=\frac{D}{\nu q^2}.
\label{var}
\end{equation}

The tilt argument: a mean slope $s$ only carries the fluctuations sideways, at a speed proportional to $\lambda s$. Eliminating fast modes therefore leaves $\lambda$ unchanged in the limit $k,\omega\to0$, without expansion in $\lambda$.

To one loop, eliminated modes shift the tension felt at wave number $k$ and frequency $\omega$ by
\begin{equation}
\frac{\delta\nu}{\nu}=\frac{\lambda^2D}{2\nu^2}\,J(k,\omega),
\label{dnu}
\end{equation}
\begin{equation}
J(k,\omega)=\int_{\rm both\ fast}\frac{dq}{2\pi}\frac{1}{\nu(q^2+p^2)-i\omega},
\label{J}
\end{equation}
where $p=k-q$ and both $q$ and $p$ lie in the eliminated range. The noise loop, in which pairs of eliminated modes act as a random force, gives $\delta D/D=\mathrm{Re}\,\delta\nu/\nu$.

The dimensionless coupling is $g=\lambda^2D/(\nu^3\Lambda)$. Lowering the cutoff from $\Lambda$ to $\Lambda e^{-dl}$ raises $\nu$ and $D$ by the same relative amount $g\,dl/(4\pi)$, for slow external modes. As the cutoff falls to $\Lambda e^{-l}$, any nonzero coupling flows to the stable value $g^*=2\pi$. With subscript 0 for values at $l=0$,
\begin{equation}
\frac{\nu(l)}{\nu_0}=\frac{D(l)}{D_0}
=\left[1+\frac{g_0}{2\pi}(e^l-1)\right]^{1/2}.
\label{solution}
\end{equation}

\subsection{The exponents}

Rescale by a factor $B=e^{dl}$, with $x=Bx'$, $t=B^zt'$ and $h=B^\chi h'$, where $\chi$ is the roughness exponent. Multiply the KPZ equation by $B^{z-\chi}$ to restore a unit coefficient of $\partial_{t'}h'$. The tension acquires $B^{z-2}$ and the nonlinear coefficient $B^{\chi+z-2}$. The noise correlation acquires $B^{2(z-\chi)}$ from the multiplication and $B^{-1-z}$ from the delta functions. Hence
\begin{align}
\frac{d\ln\nu}{dl}&=z-2+\frac{g}{4\pi},\\
\frac{d\ln D}{dl}&=z-1-2\chi+\frac{g}{4\pi},\\
\frac{d\ln\lambda}{dl}&=\chi+z-2 .
\end{align}
At $g^*=2\pi$ all three vanish for
\begin{equation}
z=\frac32,\qquad\chi=\frac12 .
\end{equation}
The number $4\pi$ is not essential here. If both shifts were $cg$, the fixed point would be $g^*=1/(2c)$ and $z=2-cg^*=3/2$ for any $c>0$. The result rests on the equality of the two shifts and on the constancy of $\lambda$.

Since $g^*$ is not small, the neglected higher loops are not controlled by a small parameter. Two properties protect the exponents. The first is the tilt argument, which holds without expansion in $\lambda$ and gives $\chi+z=2$ at any scale-invariant point with finite $\lambda\ne0$. The second is the stationary distribution of slopes $v=\partial_xh$,
\begin{equation}
P[v]\propto\exp\left[-\frac{\nu}{2D}\int v^2\,dx\right].
\label{measure}
\end{equation}
The linear equation has this distribution, since \eqref{var} gives each slope mode the variance $q^2D/(\nu q^2)=D/\nu$ per unit length. The nonlinear term preserves it for two reasons. On a periodic line it changes $\int v^2dx$ at the rate
\begin{equation}
\lambda\int v\,\partial_x(v^2)\,dx=\frac{2\lambda}{3}\int\partial_x(v^3)\,dx=0 .
\end{equation}
The projection onto $|k|<\Lambda$ drops out of this integral because $v$ itself lies in that range. The nonlinear flow also conserves volume in the space of modes: $\partial\dot v_k/\partial v_k=i\lambda kv_0$, and the contributions of $k$ and $-k$ cancel. The slope spectrum is thus $D/\nu$ for any $\lambda$, the height spectrum is $D/(\nu k^2)$, and $\chi=1/2$. If the long-wave limit is a scale-invariant point with $\lambda\neq0$ and finite coupling, then $z=3/2$. This does not cover every range of $k$. For very large $g_0$ the truncated equation is nearly inviscid: with $\nu=D=0.02$, $\Lambda=32$ and $\lambda=14.18$ ($g_0\simeq1.6\times10^4$) the slope spectrum is still $D/\nu$, but the correlation times fall as $k^{-1}$ between $\Lambda/16$ and $\Lambda/2$. One loop supplies the flow towards such a regime; its amplitudes remain approximate.

\subsection{Which tension does a mode feel?}

An implementation needs $\nu$ as a function of $k$. The simplest choice stops the flow when the cutoff reaches $k$, so that $e^l=\Lambda/k$:
\begin{equation}
\nu(k)=\nu_0\left[1+\frac{g_0}{2\pi}\left(\frac{\Lambda}{k}-1\right)\right]^{1/2}.
\label{nuk}
\end{equation}
For $k$ far below both $\Lambda$ and $g_0\Lambda/(2\pi)$ this becomes $|\lambda|\sqrt{D_0/\nu_0}\,/\sqrt{2\pi k}$, and the relaxation rate $\nu(k)k^2$ grows as $k^{3/2}$.

The stopping point is a convention, because modes with wave numbers near and below $k$ also act on mode $k$. For weak coupling their effect follows from $J$ taken over all pairs below the cutoff. At $\omega=0$ write $q^2+p^2=2(q-k/2)^2+k^2/2$. The integral of its inverse over all $q$ is $\pi/k$. The missing tails beyond the cutoff contribute $1/\Lambda$ for $k\ll\Lambda$, so
\begin{equation}
\frac{\delta\nu}{\nu_0}=\frac{\lambda^2D_0}{2\nu_0^3}\,\frac{1}{2\pi}\left(\frac{\pi}{k}-\frac1\Lambda\right)
=\frac{g_0}{4\pi}\left(\frac{\pi\Lambda}{k}-1\right),
\label{weak}
\end{equation}
valid while $g_0\Lambda/k\ll1$. Expanding \eqref{nuk} to first order in $g_0$ gives the same form with $\Lambda/k$ in place of $\pi\Lambda/k$. Stopping the flow at $k/\pi$ instead reproduces \eqref{weak} and raises the long-wave tension by a factor $\sqrt\pi\simeq1.8$. The power of $k$ is the same.

A measurable tension can be defined without loops. Add a small constant to one slope mode of the stationary state and follow its mean. Integrating by parts over \eqref{measure} turns the mean response into the normalised correlation $C(k,t)/C(k,0)$. The zero-frequency response is the time integral $\tau_k$ of this ratio, and
\begin{equation}
\nu_{\rm eff}(k)=\frac{1}{k^2\tau_k}.
\end{equation}

The values below come from a simulation of the truncated slope equation on a ring of length $2\pi$, with $\nu=D=1$, $\Lambda=32$ and $\lambda=\sqrt{2\pi\cdot32}=14.18$, so that $g_0=2\pi$. Products were formed on 100 grid points, more than $3\Lambda$, which keeps aliased products out of the retained modes. Each step of $1.6\times10^{-4}$ combined a fourth-order Runge--Kutta step for the nonlinear term with the known solution of the linear noisy equation. There were 96 rings, flat apart from a mean slope. The mean slopes followed a Gaussian of variance $D/(\nu\cdot2\pi)$, as for windows of a longer line. After a time $0.4$, data were recorded for $0.8$, and $\tau_k$ was integrated until the correlation fell below $0.05$.

The slope spectrum, averaged over $k=1$ to $8$, was $1.007$ times $D/\nu$. The times $\tau_k$ for $k=2$, 4 and 8 were $0.0417$, $0.0148$ and $0.0055$. A power-law fit over $k=2$ to $8$ gave $z=1.46$ with a sampling error of $0.03$, estimated from four groups of rings. The amplitude $\nu_{\rm eff}\sqrt k/(\lambda\sqrt{D/\nu})$ was $0.585$. Equation \eqref{nuk} gives $1/\sqrt{2\pi}=0.399$, and stopping at $k/\pi$ gives $1/\sqrt2=0.707$ at long wavelengths. The simulated value is about $1.4$ to $1.5$ times the first and lies between the two. The sampling error does not include the choices of the setup. Integrating the correlation to its first zero instead of to $0.05$ lowers the amplitude by $0.03$ to $0.04$. A ring four times longer gives $z\simeq1.48$ and an amplitude of $0.59$, and the same ring without mean slopes gives $z\simeq1.56$ and $0.55$.

\subsection{Example: lateral solid-phase epitaxy}

A thin amorphous semiconductor film crystallises sideways from a seed at $T=850$ K. At wavelengths above twice the film thickness $w$ the front is treated as a line. The parameters are rough and round: front speed $V=1$ nm/s, $w=5$ nm, atomic volume $\Omega_a=0.02$ nm$^3$, interface energy $\gamma=2$ eV/nm$^2$, and driving energy $\Delta\mu=0.1$ eV per atom. With $k_BT=0.07325$ eV, $y=\Delta\mu/k_BT=1.365$.

Atoms attach at a fixed rate and detach at $e^{-y}$ times that rate, so $V\propto1-e^{-y}$. A front of curvature $\kappa=-\partial_x^2h$ loses driving energy $\gamma\Omega_a\kappa$ per atom. Since $dV/d\Delta\mu=V/[k_BT(e^y-1)]$,
\begin{equation}
\nu_0=\frac{V\gamma\Omega_a}{k_BT(e^y-1)}
=\frac{1\times2\times0.02}{0.07325\,(e^{1.365}-1)}=0.187\ \mathrm{nm^2/s}.
\end{equation}
Each atom changes the area behind the line by $\Omega_a/w$, and the net number attached per unit length and time is $Vw/\Omega_a$. Independent events of both kinds add their variances. The ratio of total to net events is $(1+e^{-y})/(1-e^{-y})=\coth(y/2)$, so $2D_0=(\Omega_a/w)^2(Vw/\Omega_a)\coth(y/2)$ and
\begin{equation}
D_0=\frac{V\Omega_a}{2w}\coth\frac y2=0.00337\ \mathrm{nm^3/s}.
\end{equation}
If the speed along the normal does not depend on orientation, the height grows at $V\sqrt{1+(\partial_xh)^2}$. Expansion to second order gives $\lambda=V$.

These values are assigned to the cutoff $\Lambda=\pi/w=0.628$ nm$^{-1}$. Then
\begin{equation}
g_0=\frac{1^2\times0.00337}{0.187^3\times0.628}\simeq0.82,\qquad
k_\times=\frac{g_0\Lambda}{2\pi}=0.082\ \mathrm{nm^{-1}}.
\end{equation}
The crossover wavelength $2\pi/k_\times$ is 77 nm. At 200 nm, $\Lambda/k=20$, and \eqref{nuk} gives $\nu/\nu_0=[1+0.130\times19]^{1/2}=1.86$. The relaxation time $1/(\nu k^2)$ falls from 5400 s to 2900 s. At 50 nm it falls from 340 s to 270 s, and at 1000 nm from 140\,000 s to 36\,000 s. These times depend on the convention for the stopping point: stopping the flow at $k/\pi$ would shorten them by a further factor of 1.4 at 50 nm, 1.6 at 200 nm and 1.7 at 1000 nm. They are estimates to within such factors.

For a periodic segment of length $L$ with $k_n=2\pi n/L$, the stationary mean-square width is $(2/L)\sum_nD_0/(\nu_0k_n^2)$, which tends to $D_0L/(12\nu_0)$ because $\sum_n n^{-2}=\pi^2/6$. With the cutoff, $L=1000$ nm gives a width of 1.2 nm. Reaching it takes a time of the order of the relaxation time of the longest mode. The estimate \eqref{nuk} puts this at 36\,000 s, in which the front advances 36 $\mu$m.

\subsection{The model beside real films}

A speed near 1 nm/s is a plausible order of magnitude for this process, but 5 nm is thin for such films. At fixed $V$, $T$, $\gamma$ and $\Delta\mu$ the crossover wavelength is proportional to $w$, so a 50 nm film would have about 770 nm. It also varies as $\gamma^3$, and $\gamma$ is poorly known. Real crystals also break the assumption of isotropy. For a speed $V(\theta)$ along the normal, expansion of $V(\theta)\sqrt{1+(\partial_xh)^2}$ gives $\lambda=V+V''$ at a symmetric orientation. Take $V(\theta)=V(1+\epsilon\cos4\theta)/(1+\epsilon)$. Then $\epsilon=+0.02$ gives $\lambda=0.69$ nm/s and $\epsilon=-0.02$ gives $1.33$ nm/s. With $\nu_0$ and $D_0$ held fixed, the crossover moves to about 160 nm or 44 nm. An orientation-dependent interface energy also changes $\nu_0$, where $\gamma$ must be replaced by the stiffness $\gamma+\gamma''$. Growth speeds of crystalline semiconductors can vary with orientation far more than this, so $\lambda$ must be obtained from the actual $V(\theta)$ before the formulas are used. This requires $V(\theta)$ to be smooth at the mean orientation. If it has a cusp there, as can happen at a facet, $V''$ does not exist and the expansion behind the KPZ equation fails.

Other omissions can be sized with the same numbers.
\begin{itemize}
\item \emph{Finer modes.} Between $\pi/w$ and $\pi/\Omega_a^{1/3}$, with $\Omega_a^{1/3}=0.27$ nm, the front is a surface with noise strength $D_0w$. The noise loop in two dimensions gives $\delta D/D=(\lambda^2D_0w/4\nu_0^3)\int d^2q/[(2\pi)^2q^2]=(\lambda^2D_0w/8\pi\nu_0^3)\ln(w/\Omega_a^{1/3})$, or 30\,\%. This is only a rough size. The quadratic growth law needs small slopes, and with these parameters the rms slope of the surface is about 0.3 when modes up to the wave number $\pi/(1\ \mathrm{nm})$ are counted and about 1 when they are counted up to $\pi/\Omega_a^{1/3}$. Treating the modes across the film as discrete changes the same estimate to 35\,\% for free film faces (wave numbers $n\pi/w$, $n\ge0$) and to 28\,\% for periodic modes. At fixed $\nu_0$ and $\lambda$ an increase of $D_0$ raises $k_\times$ by the same fraction. The same slopes also lower the effective $\lambda$: averaged over Gaussian slopes of these sizes, the second derivative of $V\sqrt{1+|\nabla h|^2}$ with respect to the slope along the line is about $0.94V$ and $0.63V$. This multiplies $k_\times$ by about 0.88 and 0.39 and cancels or outweighs the gain in $D_0$. At the atomic scale $\gamma\Omega_a\kappa$ reaches about $4k_BT$, so the linear tension fails as well, and even the sign of the net shift of $k_\times$ is not fixed by this estimate.
\item \emph{Steep slopes.} The rms slope of the line, counting only modes below $\Lambda$, is $\sqrt{D_0\Lambda/(\pi\nu_0)}=0.06$. Averaged over a Gaussian slope, $\sqrt{1+(\partial_xh)^2}-1$ is 0.27\,\% below its quadratic approximation, and the effective $\lambda$, its mean second derivative times $V$, is about 0.5\,\% lower.
\item \emph{Temperature.} With a rough activation energy of 2.7 eV, 1 K changes the speed by 4.4\,\%. At fixed $y$ and $T$ in the other factors, $\nu_0$, $D_0$ and $\lambda$ all scale with $V$, so times change while $k_\times$ does not.
\item \emph{Random nucleation.} At the crossover wavelength the relaxation time is about 580 s, during which the front advances about 580 nm. Let nucleation start with this interval, at a rate $I$ per volume and time, and let the new crystallites grow at speed $V$ in all directions in the plane of the film. One that appears at $t'$ meets a front segment of length $\ell=2\pi/k_\times$ by time $t$ if it lies within $R=V(t-t')$ of the segment's final position, an area $2R\ell+\pi R^2$. Integration over $t'$ gives the expected number $Iw(\ell Vt^2+\pi V^2t^3/3)$. It equals one at $I\simeq8.5\times10^{11}$ cm$^{-3}$s$^{-1}$. The second term dominates, because $Vt$ is much longer than $\ell$: most crystallites arrive from the side. Counting only nuclei directly ahead, without their growth, gives $Iw\ell Vt^2/2$ and a rate of $1.5\times10^{13}$ cm$^{-3}$s$^{-1}$, about 18 times too high. Stopping the flow at $k/\pi$ shortens $t$ and raises the first rate to about $2.5\times10^{12}$ cm$^{-3}$s$^{-1}$, so it is an order of magnitude only. The single-front picture needs a rate well below this, and a lower one still at longer wavelengths.
\end{itemize}
